# Bardeen's tunneling matrix element and its independence of the cutting surface

## The decision to be made

A tunneling calculation can start from two separate sets of wave functions, one for each electrode, each with a tail in the insulator. To combine them one must choose a surface in the barrier and evaluate the wave functions and their gradients there. If the answer depended on that choice, it would have no physical meaning. These notes show when the choice is free, and how large the dependence is when the two energies do not quite agree.

## Setting and conventions

An electron of mass $m$ moves in a real, local potential $V(\mathbf r)$:

$$H=-\frac{\hbar^2}{2m}\nabla^2+V .$$

Space consists of a left region containing the left electrode, a barrier, and a right region containing the right electrode. Two auxiliary potentials define the separate electrodes:

- $V_L=V$ in the left region and the barrier, but $V_L$ stays high in the right region, as if there were no right electrode.
- $V_R=V$ in the barrier and the right region, but $V_R$ stays high in the left region.

Let $H_L$ and $H_R$ be the Hamiltonians with these potentials. Their normalized states obey $H_L\psi_L=E_L\psi_L$ and $H_R\psi_R=E_R\psi_R$. Both states decay far from their electrodes. Sideways they either decay too, or are Bloch periodic with the same wave vector. Spin is conserved, so each spin is treated separately.

The matrix element is defined as

$$M=\langle\psi_R|(H-E_L)|\psi_L\rangle. \tag{1}$$

## Why this matrix element governs tunneling

Let the electron start in $\psi_L$, and write

$$\Psi=a\,\psi_Le^{-iE_Lt/\hbar}+\sum_n b_n\psi_ne^{-iE_nt/\hbar},$$

where the $\psi_n$ are eigenstates of $H_R$. Inserting this in $i\hbar\,\partial_t\Psi=H\Psi$ and moving the energy terms to the right gives

$$i\hbar\dot a\,\psi_Le^{-iE_Lt/\hbar}+\sum_n i\hbar\dot b_n\psi_ne^{-iE_nt/\hbar}
=a(H-E_L)\psi_Le^{-iE_Lt/\hbar}+\sum_n b_n(H-E_n)\psi_ne^{-iE_nt/\hbar}.$$

We require this to hold after projection on each retained state. Projection on one right state $\psi_R$, orthogonal to the other $\psi_n$, gives

$$i\hbar\dot b_Re^{-iE_Rt/\hbar}+i\hbar\dot a\,\langle\psi_R|\psi_L\rangle e^{-iE_Lt/\hbar}
=aMe^{-iE_Lt/\hbar}+\sum_nb_n\langle\psi_R|V-V_R|\psi_n\rangle e^{-iE_nt/\hbar}.$$

Let $\varepsilon$ be the small factor by which a tail decays across the barrier. Then $M$, the overlap and, at early times, $b_n$ are of order $\varepsilon$. The last matrix element contains two right-hand tails in the left electrode and is of order $\varepsilon^2$, so its term is of order $\varepsilon^3$. Projection on $\psi_L$ shows in the same way that $\dot a$ is of order $\varepsilon^2$, so the overlap term is also of order $\varepsilon^3$. With $a=1$ at leading order,

$$i\hbar\,\dot b_R=M\,e^{i(E_R-E_L)t/\hbar}. \tag{2}$$

This is a weak-coupling result. The identity derived next does not need weak coupling.

## From a volume to a surface

Since $(H_L-E_L)\psi_L=0$,

$$(H-E_L)\psi_L=(V-V_L)\psi_L ,$$

which vanishes everywhere except in the right region. Let $S$ be any surface in the barrier that separates the electrodes, with unit normal $\mathbf n$ pointing from left to right, and let $\Omega$ be all space to the right of $S$. Nothing is lost by starting the integral at $S$:

$$M=\int_\Omega\psi_R^*(H-E_L)\psi_L\,d^3r .$$

In $\Omega$ we have $V_R=V$, so $(H-E_R)\psi_R=0$. Because $V$ is real, $(H-E_R)\psi_R^*=0$ as well. We may therefore subtract $\psi_L(H-E_R)\psi_R^*$:

$$M=\int_\Omega\left[\psi_R^*(H-E_L)\psi_L-\psi_L(H-E_R)\psi_R^*\right]d^3r .$$

The two potential terms cancel because $V$ is local. What remains is

$$M=-\frac{\hbar^2}{2m}\int_\Omega\left(\psi_R^*\nabla^2\psi_L-\psi_L\nabla^2\psi_R^*\right)d^3r+(E_R-E_L)\int_\Omega\psi_R^*\psi_L\,d^3r .$$

The first bracket is a divergence. With $\mathbf F=\psi_R^*\nabla\psi_L-\psi_L\nabla\psi_R^*$,

$$\nabla\cdot\mathbf F=\nabla\psi_R^*\cdot\nabla\psi_L+\psi_R^*\nabla^2\psi_L-\nabla\psi_L\cdot\nabla\psi_R^*-\psi_L\nabla^2\psi_R^* ,$$

and the gradient products cancel. Gauss's theorem turns the integral into a flux through the boundary of $\Omega$. The far boundary gives nothing because the states decay. The side faces give nothing, either by decay or because equal Bloch phases make opposite faces cancel. On $S$ the outward normal of $\Omega$ is $-\mathbf n$, and this reverses the sign:

$$M=J[S]+(E_R-E_L)\int_\Omega\psi_R^*\psi_L\,d^3r, \tag{3}$$

$$J[S]=\frac{\hbar^2}{2m}\int_S\left(\psi_R^*\nabla\psi_L-\psi_L\nabla\psi_R^*\right)\cdot\mathbf n\,dS. \tag{4}$$

For $E_R=E_L$ the matrix element is the surface integral alone. The probability current of a single state is $(\hbar/2mi)(\psi^*\nabla\psi-\psi\nabla\psi^*)$. If the two factors are taken from different states, this becomes $\mathbf j_{RL}=(\hbar/2mi)\mathbf F$, and $J=i\hbar\int_S\mathbf j_{RL}\cdot\mathbf n\,dS$. In this sense $M$ is a surface current, with the dimension of energy.

## Moving the surface

Take two surfaces in the barrier, $S_2$ to the right of $S_1$. Between them both states see the same potential:

$$\frac{\hbar^2}{2m}\nabla^2\psi_L=(V-E_L)\psi_L,\qquad \frac{\hbar^2}{2m}\nabla^2\psi_R^*=(V-E_R)\psi_R^* .$$

Multiply the first by $\psi_R^*$, the second by $\psi_L$, and subtract. The potential drops out:

$$\frac{\hbar^2}{2m}\nabla\cdot\mathbf F=(E_R-E_L)\psi_R^*\psi_L .$$

Integrate over the space between the surfaces. The outward normal is $+\mathbf n$ on $S_2$ and $-\mathbf n$ on $S_1$, so

$$J[S_2]-J[S_1]=(E_R-E_L)\int_{\rm between}\psi_R^*\psi_L\,d^3r. \tag{5}$$

For degenerate states the right side is zero, whatever the shape of the surfaces or of the barrier. If two surfaces cross, each can be compared with a third that lies to the right of both.

The freedom ends at the electrodes. Where $V_L\ne V_R$, the same subtraction gives

$$\frac{\hbar^2}{2m}\nabla\cdot\mathbf F=(V_L-V_R+E_R-E_L)\psi_R^*\psi_L ,$$

so $J$ changes even for equal energies. Far to the right of the right electrode it has fallen to zero. The surface must stay where both auxiliary potentials equal the true one.

A nonlocal potential needs one more condition. The potential terms in $\Omega$ still cancel if the operator is Hermitian and does not connect points on opposite sides of $S$. A magnetic vector potential changes the current operator, and (4) must then be changed with it.

## A numerical look at the surface

Take the majority-spin film of the magnetic example below on the left, its minority-spin film on the right, and between them a 1 nm barrier whose height, measured from the Fermi level of that example, is

$$2\ \mathrm{eV}+0.3\ \mathrm{eV}\left(\frac xd-\frac12\right)+0.4\ \mathrm{eV}\,\sin\frac{\pi x}{d}.$$

The band depth of the right film is adjusted until the chosen levels coincide. Computed from definition (1) on a grid, $M=-92.0269$ µeV. The surface current at $x/d=0.1$, $0.5$ and $0.9$ is $-92.0269$ µeV each time. The remaining relative spread is only about $10^{-13}$. The difference formula used for $J$ obeys a discrete form of (5), so this agreement says nothing about the error of the grid itself. With the step of 0.005 nm used here, that error is about 1 % of $M$.

Now readjust the right film so that $E_R-E_L=25.85$ meV, which is $k_BT$ at 300 K. Definition (1) gives $-91.20$ µeV, and the two parts of (3) are:

| $x/d$ | $J$ (µeV) | volume term (µeV) |
|---|---|---|
| 0.1 | −95.79 | 4.59 |
| 0.5 | −94.10 | 2.90 |
| 0.9 | −92.48 | 1.28 |

Each row adds up to $M$ within rounding, while $J$ alone drifts by 3.6 % of $|M|$.

The surface need not be flat. In a uniform 2 eV barrier, take left and right states that each contain three sideways wave numbers, $0$ and $\pm2\pi$ nm$^{-1}$. Replace the middle plane by a surface rippled by $\pm0.3$ nm with a period of 1 nm. For equal energies $J$ changes only by rounding error. For energies 0.2 eV apart it changes by 2.4 % of its flat-surface value with the amplitudes set in the program. The number depends on these amplitudes: if all are equal, it is 0.3 %.

## Closed form for a flat barrier

Let the barrier occupy $0<x<d$ and stand a height $\varphi$ above the common energy of the two levels. The films have widths $w_L$ and $w_R$, and the material outside them has the same height as the barrier. With motion along $x$ only, the decay constant obeys $\hbar^2\kappa^2/2m=\varphi$, and a film with band depth $u$ has $\hbar^2k^2/2m=u$.

Measure $s$ from the outer edge of a film and write $\psi=N\cos(ks-\alpha)$ inside it. Matching $\psi'/\psi=\kappa$ at $s=0$ gives $\tan\alpha=\kappa/k$. Matching $\psi'/\psi=-\kappa$ at $s=w$ gives $\tan(kw-\alpha)=\kappa/k$, hence

$$kw=2\alpha+(n-1)\pi,\qquad n=1,2,\dots \tag{6}$$

The inside part of the norm is

$$N^2\int_0^w\cos^2(ks-\alpha)\,ds=N^2\left[\frac w2+\frac{\sin2\alpha}{2k}\right]=N^2\left[\frac w2+\frac{\kappa}{k^2+\kappa^2}\right],$$

where (6) was used at the upper limit. At each edge $\psi^2=N^2\cos^2\alpha=N^2k^2/(k^2+\kappa^2)$, and a tail contributes this divided by $2\kappa$. The two tails together add $N^2k^2/[\kappa(k^2+\kappa^2)]$. The sum is

$$1=N^2\left(\frac w2+\frac1\kappa\right)=\frac{N^2\tilde w}{2},\qquad \tilde w=w+\frac2\kappa .$$

The edge amplitude is therefore $A=\sqrt{2/\tilde w}\;k/\sqrt{k^2+\kappa^2}$.

Choose the signs so that both tails are positive: $\psi_L=A_Le^{-\kappa x}$ and $\psi_R=A_Re^{\kappa(x-d)}$. Then

$$J=\frac{\hbar^2}{2m}A_LA_R(-\kappa-\kappa)e^{-\kappa x}e^{\kappa(x-d)}=-\frac{\hbar^2\kappa}{m}A_LA_Re^{-\kappa d}.$$

The position has cancelled, as it must. Inserting the amplitudes,

$$M=-\frac{2\hbar^2\kappa}{m}\,\frac{k_Lk_R\,e^{-\kappa d}}{\sqrt{(k_L^2+\kappa^2)(k_R^2+\kappa^2)\,\tilde w_L\tilde w_R}}. \tag{7}$$

The minus sign belongs to the choice of positive tails; reversing one state reverses it.

The same tails estimate the drift for a small energy difference. By (5), moving the plane by $\Delta x$ changes $J$ by about $(E_R-E_L)A_LA_Re^{-\kappa d}\Delta x$. Relative to $|J|$ this is

$$\frac{|E_R-E_L|\,m\,\Delta x}{\hbar^2\kappa}=\frac{|E_R-E_L|}{2\varphi}\,\kappa\Delta x. \tag{8}$$

For 25.85 meV, $\varphi=2$ eV, $\kappa=7.245$ nm$^{-1}$ and $\Delta x=0.8$ nm this is 3.7 %, close to the 3.6 % found for the shaped barrier. Equation (8) holds only while its value is well below one. Within that limit, for motion along $x$ only and planes inside a nearly flat barrier, a spread well above both (8) and the rounding error is a sign that the computed tails do not solve the Schrödinger equation there well enough. With several sideways components $J$ can nearly cancel, and the relative spread can then be larger even for exact tails.

## Example: a magnetic tunnel junction

Take round values in the regime of an iron-alloy/aluminium-oxide/iron-alloy junction: $\varphi=2$ eV, $d=1$ nm, the free-electron mass, and band bottoms 4.5 eV (majority spin, "up") and 0.7 eV (minority spin, "dn") below the Fermi level. Film widths near 2 nm are chosen so that a level lies at the Fermi level.

For two majority films $\tilde w=2.408$ nm. Since $\hbar^2/m=2\varphi/\kappa^2=0.0762$ eV nm² and $k^2/(k^2+\kappa^2)=4.5/6.5=0.692$, equation (7) gives

$$|M|=\frac{2(0.0762)(7.245)(0.692)\,e^{-7.245}}{2.408}\ \mathrm{eV}\approx2.265\times10^{-4}\ \mathrm{eV},$$

or 226.5 µeV, which is $3.63\times10^{-23}$ J.

**Level splitting.** In the space of two degenerate states at $E_0$, let $\sigma=\langle\psi_R|\psi_L\rangle$. Then $\langle\psi_R|H|\psi_L\rangle=E_0\sigma+M$, and the diagonal elements are $E_0+\delta_L$ and $E_0+\delta_R$, with shifts of order $\varepsilon^2$. The secular equation is

$$(E-E_0-\delta_L)(E-E_0-\delta_R)=|M-(E-E_0)\sigma|^2 .$$

At leading order $E-E_0=\pm|M|$, so the levels split by $2|M|$. For two majority films $2|M|=453.09$ µeV, and wave matching through the whole double well gives 453.09 µeV.

**Transmission.** Integrating (2) from $b_R=0$, with $\Delta=E_R-E_L$, gives $|b_R|^2=4|M|^2\sin^2(\Delta t/2\hbar)/\Delta^2$. Let the right film become thick, so that its levels are dense with density $\rho_R$. The integral over $\Delta$ of $4\sin^2(\Delta t/2\hbar)/\Delta^2$ is $2\pi t/\hbar$, so the escape rate is $2\pi|M|^2\rho_R/\hbar$.

The level density follows from (6). Since $\cos\alpha=k/k_0$ with $k_0^2=k^2+\kappa^2$ fixed by the well depth, $n\pi=kw+2\arcsin(k/k_0)$. Differentiating, $\pi\,dn/dk=w+2/\kappa=\tilde w$, and with $dk/dE=m/(\hbar^2k)$

$$\rho=\frac{m\tilde w}{\pi\hbar^2k}.$$

Levels spaced by $1/\rho_L$ return to a common phase after a time $2\pi\hbar\rho_L$, the period between collisions with the barrier. Multiplying the escape rate by this period gives the transmission per collision:

$$T=4\pi^2|M|^2\rho_L\rho_R=\frac{16\kappa^2k_Lk_R\,e^{-2\kappa d}}{(k_L^2+\kappa^2)(k_R^2+\kappa^2)}. \tag{9}$$

The film widths have cancelled.

Direct scattering confirms this. Let the outgoing wave be $e^{ik_R(x-d)}$. In a thick barrier the part that dominates at $x=0$ is $\frac12(1-ik_R/\kappa)e^{-\kappa(x-d)}$. There $\psi'=-\kappa\psi$, so the incoming amplitude is $\frac12[\psi+\psi'/(ik_L)]=\frac12\psi(0)(1+i\kappa/k_L)$. Dividing $k_R/k_L$ by its squared modulus reproduces (9). For two majority electrodes (9) and the full transfer matrix both give $T=1.735\times10^{-6}$.

**Reading the spin dependence.** The results for the three spin pairs are:

| pair | $\lvert M\rvert$ (µeV) | $T$ ($10^{-6}$) |
|---|---|---|
| up–up | 226.5 | 1.735 |
| dn–dn | 91.8 | 1.564 |
| up–dn | 144.2 | 1.648 |

$|M|$ differs by a factor 2.5 between the first two rows, $T$ only by a factor 1.11. The minority levels are denser, 2.17 against 0.93 per eV, and this nearly makes up for the smaller $|M|$. A matrix element without its level densities is thus no measure of conductance.

In (9) each electrode enters through $g=k/(k^2+\kappa^2)$. With parallel magnetizations the conductance at normal incidence is proportional to $T_{\rm up,up}+T_{\rm dn,dn}$, with antiparallel ones to $2T_{\rm up,dn}$. The magnetoresistance relative to the parallel resistance is

$$\frac{g_{\rm up}^2+g_{\rm dn}^2}{2g_{\rm up}g_{\rm dn}}-1=\frac{(g_{\rm up}-g_{\rm dn})^2}{2g_{\rm up}g_{\rm dn}} .$$

With $g_{\rm up}=0.0637$ nm and $g_{\rm dn}=0.0605$ nm it is 0.13 %. It is so small because $g$ takes the same value at $k$ and at $\kappa^2/k$. Here $\kappa^2/k_{\rm up}=4.83$ nm$^{-1}$, close to $k_{\rm dn}=4.29$ nm$^{-1}$.

## Beside a real junction

Junctions of this kind reach, roughly, tens of percent at room temperature, so the 0.13 % is no prediction. It belongs to normal incidence with the free-electron mass in the barrier. Summing $T$ over all sideways wave numbers at the Fermi level, in the same model, gives about 14 % for $d=1$ nm; this falls to about 3 % at 2 nm and returns toward 0.13 % as the barrier thickens and selects normal incidence. With a barrier mass of $0.4\,m_e$ and $d=1$ nm, normal incidence already gives about 9 %. Nor does a single free-electron band per spin describe the electronic structure of the alloy or its bonding to the oxide, and the effect of these was not computed here. The size of $T$ is uncertain too. The table gives the factor on the majority–majority value when one thing is changed and the rest is held fixed.

| change | factor on $T$ |
|---|---|
| barrier mass $0.4\,m_e$ | 241 |
| image force, relative permittivity 3, cut off at the majority band bottom | 22 |
| bias 0.5 V, electron at the emitter's Fermi level | 2.4 |
| barrier thicker by 0.1 nm | 0.235 |
| sideways wave number 2 nm$^{-1}$ | 0.605 |
| thermal average at 300 K | 1.01 |

The mass row comes from matching $\psi$ and $\psi'/m$ at the interfaces, not from (4), which assumes one mass throughout. Averaged over the 0.5 eV window of energies that carries the current, the bias factor is only 1.1. The bias corresponds to 5 MV/cm, half of a rough breakdown field of 10 MV/cm. The image potential diverges at the metal surfaces and has to be cut off; for cutoffs tried between the Fermi level and 20 eV below it, its factor ranged from about 14 to 22. The changes can also act together: the light barrier mass and the image force combined raise $T$ by a factor of about 2900 with the cutoff at the band bottom, and by about 1600 to 3800 over the same cutoffs. The absolute transmission of the simple model can therefore be wrong by more than three orders of magnitude.

Bias, image force and thickness enter through a real, local potential. They change the states and the value of $M$, but not the freedom to place the surface, provided that the states are solved in the changed potential and their energies agree. The numerical output below gives the remaining digits.

## Computed values

```
barrier height 2.0 eV, width 1.0 nm
decay constant kappa = 7.245 1/nm
kappa*d = 7.245
up: band depth 4.5 eV, k = 10.868 1/nm
up: film width 2.132 nm, level 8
up: effective width 2.408 nm
up: level density 0.9255 1/eV
up: k/(k^2+kappa^2) = 0.06370 nm
dn: band depth 0.7 eV, k = 4.286 1/nm
dn: film width 1.950 nm, level 3
dn: effective width 2.226 nm
dn: level density 2.1690 1/eV
dn: k/(k^2+kappa^2) = 0.06048 nm
kappa^2/k_up = 4.830 1/nm
up-up: M = -226.543 ueV
up-up: exact splitting = 453.086 ueV
up-up: golden-rule T = 1.73536e-06
up-up: exact T = 1.73536e-06
dn-dn: M = -91.782 ueV
dn-dn: exact splitting = 183.564 ueV
dn-dn: golden-rule T = 1.56449e-06
dn-dn: exact T = 1.56449e-06
up-dn: M = -144.196 ueV
up-dn: exact splitting = 288.393 ueV
up-dn: golden-rule T = 1.64771e-06
up-dn: exact T = 1.64771e-06
M up-up = -3.6296e-23 J
normal-incidence magnetoresistance = 0.134 %
shaped barrier, up-dn, equal energies:
  volume M = -92.0269 ueV
  J at x/d=0.1: -92.0269 ueV
  J at x/d=0.5: -92.0269 ueV
  J at x/d=0.9: -92.0269 ueV
  relative spread = 6.9e-14
shaped barrier, E_R-E_L = 25.85 meV (300 K):
  volume M = -91.2016 ueV
  x/d=0.1: J -95.7867, rest 4.5851 ueV
  x/d=0.5: J -94.0984, rest 2.8968 ueV
  x/d=0.9: J -92.4797, rest 1.2780 ueV
  relative spread of J = 3.63 %
curved/flat change, equal E: 2.3e-17
curved/flat change, 0.2 eV apart: 2.36 %
factors on T up-up from neglected effects:
  barrier mass 0.4 m_e: 240.6
  barrier thicker by 0.1 nm: 0.235
  bias 0.5 V: 2.36
  image force, eps_r 3.0: 22.1
  thermal average, 300 K: 1.0131
  sideways k 2.0 1/nm: 0.605
field 5.0 MV/cm; rough breakdown 10 MV/cm
```
